# Choosing the k-Mesh for Link-Variable Anomalous Hall Conductivity

## What the setting controls

The setting is the number $N$ of k-points along each reciprocal direction when the Hall conductivity is built from overlaps of neighbouring Bloch vectors. For a filled band $n$, separated from all other bands at every $\mathbf k$,

$$\sigma_{xy}=-\frac{e^2}{h}\,C_N,\qquad C_N=\frac1{2\pi}\sum_{\text{plaquettes}}\Phi .$$

$C_N$ is an integer on every mesh whose overlaps are all nonzero. It is guaranteed to be the true Chern number $C$ when

$$N>\frac{2\pi V}{a\,\Delta\,x_*},\qquad x_*=0.8543. \tag{1}$$

Here $\Delta$ is the smallest direct gap to the other bands, $V$ bounds the operator norms of $\partial H/\partial k_x$ and $\partial H/\partial k_y$, and $a$ is the lattice constant of a square cell. An integer is therefore no evidence of convergence. Condition (1) is sufficient, not necessary.

The electron charge is $-e$, and $j_x=\sigma_{xy}E_y$. With $\partial_\mu=\partial/\partial k_\mu$, the Berry connection is $A_\mu=i\langle u|\partial_\mu u\rangle$ and the curvature is

$$\Omega=\partial_xA_y-\partial_yA_x=-2\,\mathrm{Im}\langle\partial_xu|\partial_yu\rangle,\qquad C=\frac1{2\pi}\int\Omega\,d^2k .$$

## Why curvature gives a Hall current

A field $E_y$ makes $k_y$ drift at $\dot k_y=-eE_y/\hbar$. To first order in the drift, the state is $|n\rangle+\sum_{m\ne n}c_m|m\rangle$, up to a phase. Projecting the Schrödinger equation on $m$, and dropping $\dot c_m$ because the field is switched on slowly, gives

$$c_m=\frac{i\hbar\dot k_y\langle m|\partial_yn\rangle}{\varepsilon_m-\varepsilon_n}.$$

Differentiating $H|n\rangle=\varepsilon_n|n\rangle$ gives $\langle m|\partial_\mu H|n\rangle=(\varepsilon_n-\varepsilon_m)\langle m|\partial_\mu n\rangle$. The energy denominators then cancel:

$$\langle\partial_xH\rangle=\partial_x\varepsilon_n+2\,\mathrm{Re}\sum_m\langle n|\partial_xH|m\rangle c_m
=\partial_x\varepsilon_n+2\hbar\dot k_y\,\mathrm{Im}\langle\partial_xn|\partial_yn\rangle
=\partial_x\varepsilon_n-\hbar\dot k_y\Omega .$$

The missing term $m=n$ is a product of two imaginary numbers, hence real, and does not affect the imaginary part. The velocity is $\partial_xH/\hbar$, so its anomalous part is $+eE_y\Omega/\hbar$. The term $\partial_x\varepsilon_n$ integrates to zero for occupations $f(\varepsilon_n)$, because the integrand is a derivative of a periodic function. Multiplying by $-e$ and summing over bands,

$$\sigma_{xy}=-\frac{e^2}{\hbar}\sum_n\int\frac{d^2k}{(2\pi)^2}f_n\Omega_n. \tag{2}$$

For one full band this is $-(e^2/h)C$. Occupations are held fixed here. Disorder scattering of mobile carriers adds terms that (2) omits.

## Links, plaquettes and the integer

With mesh step $\delta=2\pi/(Na)$, define

$$U_\mu(\mathbf k)=\frac{\langle u(\mathbf k)|u(\mathbf k+\delta\hat\mu)\rangle}{|\langle u(\mathbf k)|u(\mathbf k+\delta\hat\mu)\rangle|},$$
$$\Phi(\mathbf k)=-\arg\left[U_x(\mathbf k)\,U_y(\mathbf k+\delta\hat x)\,U_x^*(\mathbf k+\delta\hat y)\,U_y^*(\mathbf k)\right],$$

using the principal value of the argument. Since $\langle u|\partial_\mu u\rangle=-iA_\mu$, a short link is $U_\mu\approx e^{-iA_\mu\delta}$, and $\Phi\approx\Omega\delta^2$. The minus sign before the argument follows from this convention.

An eigensolver returns each vector with an arbitrary phase $\chi(\mathbf k)$. Each corner of a plaquette enters once as a bra and once as a ket, so $\chi$ cancels and no smoothing of phases is needed.

Now multiply the bracket over the whole torus. Every link borders two plaquettes and appears once as $U$ and once as $U^*$. The product is 1, so the sum of the arguments is a multiple of $2\pi$ and $C_N$ is an integer.

The torus must really close. If $H(\mathbf k+\mathbf G)=H(\mathbf k)$, reuse the first row of vectors after the last. If orbital positions are included in the phases of $H$, use $u(\mathbf k+\mathbf G)=e^{-i\mathbf G\cdot\mathbf r}u(\mathbf k)$ instead.

When the bands of a filled group touch one another, replace the overlap by the determinant of the matrix $\langle u_i(\mathbf k)|u_j(\mathbf k+\delta\hat\mu)\rangle$. A change of basis within the group multiplies this determinant by phases belonging to its two ends, which cancel as before. The gap that matters is then the one around the group. For $g$ bands, condition (1) holds with $\sqrt g\,V$ in place of $V$: the determinant is the overlap of two $g$-electron states, and the squared derivative bound derived below is summed over the $g$ bands.

## When the integer is the right one

Write each overlap as its modulus times $\exp(-i\int A\,dk+i\theta)$, where $\theta$ grows continuously from zero with the length of the link. Around a plaquette,

$$\Phi=\int_{\rm plaq}\Omega\,d^2k-\operatorname{curl}\theta\quad(\text{mod }2\pi),$$

where $\operatorname{curl}\theta$ is the signed sum of the four $\theta$. Over the torus these sums cancel. If the right side lies strictly between $-\pi$ and $\pi$ on every plaquette, it equals $\Phi$ itself, and $\sum\Phi=\int\Omega\,d^2k=2\pi C$.

To bound the two parts, let $P=|u\rangle\langle u|$. From the derivative identity above,

$$\|(1-P)\partial_\mu u\|\le V/\Delta\equiv v .$$

Only these components enter $\Omega$, so $|\Omega|\le2v^2$. With $x=v\delta$, the curvature part is at most $2x^2$.

For $\theta$, follow a link with $\tilde u(s)=u(s)e^{i\int_0^sA}$, for which $\langle\tilde u|\tilde u'\rangle=0$. Then $z(s)=\langle\tilde u(0)|\tilde u(s)\rangle=|z|e^{i\theta}$. Because $\tilde u'$ is orthogonal to $\tilde u(s)$, only the part of $\tilde u(0)$ orthogonal to $\tilde u(s)$ contributes to $z'$:

$$|z'|\le v\sqrt{1-|z|^2}.$$

Setting $|z|=\cos\varphi$ gives $\varphi\le vs$. Then $|\theta'|\le|z'|/|z|\le v\tan(vs)$, and integration gives $|\theta|\le-\ln\cos x$ for $x<\pi/2$. Four links and one curvature integral lead to

$$2x^2-4\ln\cos x<\pi, \tag{3}$$

whose limit is $x_*=0.8543$. Inserting $x=2\pi V/(Na\Delta)$ gives (1).

The bound was tested on a three-band model, $\mathbf d\cdot\mathbf S$ with spin-one matrices and $\mathbf d=(\sin k_x,\sin k_y,1+\cos k_x+\cos k_y)$, plus a small constant Hermitian perturbation. Its Chern numbers are $-2,0,2$. Condition (1) gives $N=11$, and meshes from 11 to 22, with and without a half-step offset, reproduced the lowest-band integer of a $60\times60$ mesh. Among 30 sampled links the largest $|\theta|$ was 0.0115 rad, against a bound of 0.4040 rad.

## Example: a magnetic topological-insulator film

For the two coupled surfaces of a thin film take

$$H=\frac Aa(\sin k_ya\,\sigma_x-\sin k_xa\,\sigma_y)\tau_z+m_{\mathbf k}\tau_x+M\sigma_z,$$
$$m_{\mathbf k}=m_0+\frac{2B}{a^2}(2-\cos k_xa-\cos k_ya).$$

Here $\sigma$ acts on spin and $\tau$ on the surface; from here on $A$ is the velocity parameter, not the Berry connection. The values are $A=0.30$ eV nm, $B=0.10$ eV nm², $M=30$ meV, $m_0=5$ meV and $a=1.0$ nm. The square lattice is a regularization, not the crystal lattice.

The operator $s=\sigma_z\tau_x=\pm1$ commutes with every term. Within a sector $\tau_x=s\sigma_z$, while $\sigma_x\tau_z$, $\sigma_y\tau_z$ and $\sigma_z$ obey the Pauli algebra. Each sector is thus a two-band problem $\mathbf d\cdot\boldsymbol\sigma$ with

$$\mathbf d=\left(\tfrac Aa\sin k_ya,\;-\tfrac Aa\sin k_xa,\;M+s\,m_{\mathbf k}\right).$$

For $s=+1$, $d_z>0$ everywhere. The in-plane part can be shrunk to zero without closing the gap, so $C=0$. For $s=-1$, $d_z$ is positive near $\mathbf k=0$ and negative elsewhere. The lower band of this sector is the isolated band.

Its Chern number follows from the lower spinor $u=(-\sin\frac\vartheta2e^{-i\phi},\cos\frac\vartheta2)$, where $\vartheta,\phi$ are the polar angles of $\mathbf d$. A small rotation gives $\langle u|u'\rangle\approx1-i\sin^2\frac\vartheta2\,d\phi$. A loop around $\mathbf k=0$ therefore encloses flux $2\pi\sin^2(\vartheta/2)$ if $d_z>0$ at the centre, and $2\pi$ less if $d_z<0$ there. Raising $M$ through $m_0$ changes $C$ from 0, where $d_z<0$ everywhere, to 1. The next gap closing is at $M=m_0+4B/a^2$, far above 30 meV.

**Mesh size.** Put $p=1-\cos k_xa$, $q=1-\cos k_ya$ and $S=p+q$. In eV²,

$$|\mathbf d|^2-(M-m_0)^2=0.17S-0.09(p^2+q^2)+0.04S^2 .$$

For $S\le2$, $p^2+q^2\le S^2$ makes this at least $0.17S-0.05S^2\ge0$. For $S>2$, $p^2+q^2\le2S$ makes it at least $S(0.04S-0.01)>0$. The minimum gap is thus $\Delta=2(M-m_0)=50$ meV. The norm of $\partial_xH$ is $[A^2\cos^2k_xa+(2B/a)^2\sin^2k_xa]^{1/2}\le A$, so $V=0.30$ eV nm. Then

$$\frac{2\pi(0.30)}{(1.0)(0.050)(0.8543)}=44.1,$$

and $N=45$ is certified for this sector band. Only the gap within the sector counts, because $\partial_\mu H$ does not mix the sectors; the other filled band of the film comes within 8 meV of this one. For the two filled bands taken together as a pair, $\sqrt2\,V$ with the same 50 meV gap gives $N=63$.

**How a coarse mesh fails.** Shift the mesh by half a step, so that $\mathbf k=0$ is the centre of a plaquette. Its four corners share one $\vartheta$, and $\phi$ advances by $\pi/2$ per link. Each overlap is $\cos^2\frac\vartheta2-i\sin^2\frac\vartheta2$, so

$$\Phi_0=4\arctan\left(\tan^2\tfrac\vartheta2\right)\quad(\text{mod }2\pi).$$

When the corners leave the region $d_z>0$, $\vartheta$ passes $\pi/2$, $\Phi_0$ passes $\pi$, and the principal value drops by $2\pi$. The corners have $d_z=M-m_0-(4B/a^2)(1-\cos\frac\pi N)$, which vanishes at

$$N^*=\frac{\pi}{\arccos[1-(M-m_0)a^2/4B]}=\frac\pi{\arccos0.9375}=8.84 .$$

The offset mesh with $N=8$ has $\Phi_0=-3.0075$ rad and $C_N=0$; with $N=9$ it has $+3.1174$ rad and $C_N=1$. Both integers are clean, and one is wrong. All tested meshes from $N=9$ to 60, plain and offset, give 1. The certified 45 is thus about five times what this model needs.

The plain $N=2$ mesh fails differently: $\mathbf d$ points along $+z$ at $\mathbf k=0$ and along $-z$ at the neighbouring point, so the overlap vanishes and the link is undefined.

**Comparison with a curvature sum.** For a small central plaquette, $\vartheta\approx A\delta/(\sqrt2(M-m_0))$ and $\Phi_0\approx\vartheta^2$. The peak curvature is therefore $A^2/2(M-m_0)^2=72$ nm². On the plain $N=20$ mesh this one point contributes $72\times(0.314)^2/2\pi=1.13$ to $\sum\Omega\delta^2/2\pi$, and the whole sum is 1.786. The links on that mesh give 1.

**Hall conductivity.** With $C=1$, $\sigma_{xy}=-e^2/h=-38.74$ µS. Divided by a thickness of 6 nm, this is $-64.6$ S/cm. Reversing $M$ makes $s=+1$ the inverted sector, with the opposite orientation: the computed Chern number of the two filled film bands changes from 1 to $-1$. The sign of the Hall voltage thus reads the magnetization.

**Independent current test.** The full band was evolved in time on a $120\times120$ mesh, under a force raised smoothly to $10^{-4}$ eV/nm over a scaled time $t/\hbar=800$/eV. In the stepwise evolution $H$ is constant for a scaled time $\tau$. Let $\eta$ be the change of basis per step and $\varphi=2|\mathbf d|\tau$ the relative phase gained. A steady admixture obeys $c=ce^{-i\varphi}-\eta$, and at the step boundary it is $c+\eta/2=\frac{i\eta}2\cot\frac\varphi2$. The continuous result is $i\eta/\varphi$, so each $\Omega$ is multiplied by $y\cot y\approx1-y^2/3$, with $y=|\mathbf d|\tau$. Steps of 2, 1 and 0.5/eV gave $-0.9563$, $-0.9881$ and $-0.9970$ $e^2/h$, equal to the predictions to the digits shown. Removing the $\tau^2$ error with the last two gives $-1.0000$.

## Partial and thermal filling

When bands are partly filled and no two of them touch, weight each plaquette of each band by the mean occupation $\bar f_n$ of its corners:

$$\sigma_{xy}=-\frac{e^2}{h}\frac1{2\pi}\sum_n\sum_{\rm plaq}\bar f_n\Phi_n .$$

This is still independent of phases, but it is no longer an integer, and $N$ becomes an ordinary convergence parameter. Unlike the integer, it depends on where the orbitals sit in the cell: (2) takes $\partial_xH/\hbar$ as the velocity, so when orbitals have different positions these must be included in the phases of $H$, and the torus closed with $e^{-i\mathbf G\cdot\mathbf r}$. Expanded about the plaquette centre, odd terms cancel in $\bar f_n$ and in the curvature integral. Reversing a link reverses $\theta$, so $\theta$ is odd in $\delta$; it has no linear term, since $|\theta|\lesssim x^2/2$. Hence $\theta\sim\delta^3$ and its curl is of order $\delta^4$. For smooth occupations the total error is of order $\delta^2$.

Doubling $N$ from 200 to 400 at 100 K reduced the error by a factor of 3.9, close to 4. Two such meshes can be combined as $(4\sigma_{2N}-\sigma_N)/3$. For a sharp Fermi surface at low temperature, rely on this only when $\delta$ is no larger than about the thermal width $k_BT/|\nabla_{\mathbf k}\varepsilon|$.

For the film, with both sectors, all bands and $M$ held fixed, the intrinsic values with mid-gap chemical potential are $-1.000$, $-0.985$ and $-0.795$ $e^2/h$ at 30, 100 and 300 K. At 2 K the activation factor for the 25 meV half-gap is $10^{-63}$.

## What the film model leaves out

The parameters are rough typical values for magnetically doped (Bi,Sb)₂Te₃ films. Real films of this kind have needed temperatures of roughly 1 K or below for good quantization, far colder than this model requires. Their magnetic order is lost at some tens of kelvin, so the 100 and 300 K values show the effect of occupation alone; without magnetization the anomalous Hall signal vanishes. The model also assumes a uniform gap and no conduction through disorder states. A uniform 15 meV shift of the chemical potential changes the 30 K value only to $-0.999$, so such a shift does not account for the difference. Disorder conduction was not computed.

Other omissions can be sized:

- **Surface potential.** A term $U\tau_z$ couples the sectors. At $\mathbf k=0$ the energies are $\pm M\pm\sqrt{m_0^2+U^2}$. For $U=10$ meV the gap is $2(30-11.18)=37.6$ meV, and the determinant links still give 1. The zone-centre gap closes at $U=\sqrt{M^2-m_0^2}=29.6$ meV.
- **Interband tunnelling.** The semiclassical exponent is twice the integral of the gap $2\sqrt{(M-m_0)^2-A^2\kappa^2}$ over imaginary $k=i\kappa$ up to its zero, divided by $eE$. The bands are linearized here: the small $Bk^2$ part of the mass is neglected, also in the simulation below. This gives $P=\exp[-\pi(M-m_0)^2/(AeE)]$, with field scale 65.4 kV/cm. A simulated crossing at 30 kV/cm gave 0.1128, against 0.1129. Keeping the full lattice dispersion raises the field scale by about 3%, to 67 kV/cm. At 10 V/cm, $P$ is below $10^{-2800}$. This only rules out tunnelling across the uniform gap: real films lose quantization at fields of this size or smaller, by mechanisms the model does not contain.
- **Hexagonal warping.** A rough coefficient of 0.25 eV nm³ gives 0.14 meV at $k=(M-m_0)/A$, small beside 25 meV.

## Choosing the mesh

1. Find the smallest direct gap. Each eigenvalue changes by at most $V\delta$ between any point and its nearest mesh point, so the true gap is at least the mesh minimum minus $2V\delta$. If that is not positive, scan the energies more finely.
2. Take $N$ from (1). At fixed $V$ it grows as $1/\Delta$, so the certified mesh becomes dense near a topological transition, even where a coarser one would happen to give the right integer. In a plane-wave basis the operator norm of $\partial_\mu H$ grows with the cutoff; the derivation of (1) needs only $\|(1-P)\,\partial_\mu H\,u\|$, whose largest value over the zone may then be used for $V$ in (1).
3. If (1) is too costly, compare several $N$ and a half-step offset, and inspect the largest $|\Phi|$. A value near $\pi$ warns of a possible jump, but a smaller one does not rule out a wrong integer: the film's offset $N=4$ mesh gives 0 although its largest $|\Phi|$ is only 2.0 rad. Agreement supports the integer but does not prove it.
4. For partial filling, converge the value itself; the integer of the full band says nothing about that error.

The numerical output follows.

## Computed values

```
A = 0.30 eV nm; B = 0.10 eV nm^2; a = 1.0 nm
M = 30 meV; m0 = 5 meV; thickness = 6 nm
direct gap of the isolated band = 50.00 meV
largest derivative of H = 0.3000 eV nm
peak Berry curvature = 72.00 nm^2
limit of x in mesh criterion = 0.8543
certified mesh N = 45
all tested meshes (3 to 60) correct from N = 9
predicted jump on offset mesh at N = 8.839
offset mesh N = 4: lattice integer = 0.0000000000
offset mesh N = 8: lattice integer = 0.0000000000
offset mesh N = 9: lattice integer = 1.0000000000
offset mesh N = 45: lattice integer = 1.0000000000
central plaquette flux, offset N = 8: -3.0075 rad
central plaquette flux, offset N = 9: +3.1174 rad
largest plaquette flux, plain N = 45: 0.4468 rad
plain curvature sum/(2 pi), N = 20: 1.7861
lattice integer, plain N = 20: 1.0000000000
largest distance from an integer = 2.2e-16
largest flux change under random phases = 4.4e-16 rad
overlap on plain N = 2 mesh = 0.0e+00 (link undefined)
three-band test: Chern numbers = [-2, 0, 2], certified N = 11
three-band link phase: max 0.0115, bound 0.4040 rad
flux density error ratio, N 200 to 400 = 3.890
current, step 2.0/eV: -0.9563, predicted -0.9563 e^2/h
current, step 1.0/eV: -0.9881, predicted -0.9881 e^2/h
current, step 0.5/eV: -0.9970, predicted -0.9970 e^2/h
real-time sigma_xy at zero step = -1.0000 e^2/h
link-variable sigma_xy = -1.00000 e^2/h
conductance quantum e^2/h = 38.7405 uS
sheet sigma_xy = -38.7405 uS
sigma_xy divided by thickness = -64.57 S/cm
Chern numbers: film M>0 1, M<0 -1, other sector 0
thermal error ratio, N 200 to 400, 100 K = 3.895
log10 exp(-half gap/kT) at 2 K = -63.0
intrinsic sigma_xy, 30 K, mu 0 meV = -1.000 e^2/h
intrinsic sigma_xy, 30 K, mu 15 meV = -0.999 e^2/h
intrinsic sigma_xy, 100 K, mu 0 meV = -0.985 e^2/h
intrinsic sigma_xy, 300 K, mu 0 meV = -0.795 e^2/h
gap with 10 meV surface potential = 37.64 meV
Chern number with that potential = 1
surface potential closing the zone-centre gap = 29.58 meV
tunnelling field scale = 65.4 kV/cm
tunnelling test at 30 kV/cm: simulated 0.1128
tunnelling test at 30 kV/cm: formula 0.1129
log10 tunnelling probability at 10 V/cm = -2842
warping coefficient (rough) = 0.25 eV nm^3
warping energy at k = 0.0833 1/nm: 0.145 meV
```
